Digamma magnetoconductance from Cooperon Landau levels and the factor minus one half

A disordered metal film in a weak perpendicular field B has an interference correction to its sheet conductance. With G0 = e²/(2π²ħ), B_i = ħc/(4eDτ_i) in Gaussian units and F(z) = ψ(1/2+z) − ln z, where ψ is the digamma function, the change Δσ = σ(B) − σ(0) is

Δσ = G0 F(B_φ/B) without spin-orbit scattering,   (1)

Δσ = G0 [ (3/2) F(B_t/B) − (1/2) F(B_φ/B) ],  B_t = B_φ + (4/3) B_so,   (2)

with isotropic spin-orbit scattering by impurities. These are the Hikami-Larkin-Nagaoka formulas without magnetic impurities. D is the diffusion constant, and τ, τ_so and τ_φ are the elastic, spin-orbit and dephasing times, with field B_tr belonging to τ. For τ_so ≪ τ_φ and B ≪ B_so the first term of (2) is negligible and Δσ is −1/2 times (1). The factor −1/2 describes the dependence of σ on B and on τ_φ, not the whole correction, and it requires that all three spin components relax; if the scattering conserves σ_z, the factor is 0. The results hold for non-interacting electrons at leading order in 1/(k_F l), with l = vτ and v the Fermi velocity, for τ ≪ τ_so, τ_φ and B ≪ B_tr, with τ_φ a given parameter.

The starting point is the Kubo-Greenwood formula at the Fermi energy E, σ = (πe²ħ/V) Tr[v_x δ(E−H) v_x δ(E−H)]. Insert δ(E−H) = (G^A − G^R)/(2πi). The two mixed terms give 2/(4π²) times Tr[v_x G^R v_x G^A]. The RR and AA terms have their poles on one side of the real axis, so their energy integrals vanish near the Fermi surface and they are smaller by 1/(k_F l). For the same reason a ladder of two retarded or two advanced lines has no diffusion pole, so these terms carry none of the singular dependence on B and τ_φ found below. Hence

σ = (e²ħ/2πV) ⟨Tr[v_x G^R v_x G^A]⟩.   (3)

Spin is ignored at first. For white-noise disorder, ⟨V(r)V(r′)⟩ = γ0 δ(r−r′), the Born self-energy is −iπνγ0, with ν the density of states per spin. The averaged propagators are G^{R,A}(k) = 1/(−ξ_k ± iη), with ξ_k measured from E and η = πνγ0 = ħ/2τ. Two integrals are needed: ∫dξ |G|² = π/η = 2πτ/ħ and, applying −(1/2η) d/dη to it, ∫dξ |G|⁴ = π/(2η³) = 4πτ³/ħ³. Averaging G^R and G^A separately in (3) gives (e²ħ/2π) ν (v²/d)(2πτ/ħ) = e²νD per spin, with D = v²τ/d in d dimensions.

The correction comes from impurities shared by G^R and G^A. Since G^A = (G^R)†, each term of (3) is a product A′†A of two amplitudes A and A′ that lead from momentum k to k′. Let A scatter off impurities 1, …, N through the momenta k = k_0, k_1, …, k_N = k′. If A′ meets them in the same order, the sum over k′ of v′_x times an isotropic kernel vanishes. Let A′ meet them in reverse order, going from p_j to p_{j−1} at impurity j. The average over the position of that impurity equates the two momentum transfers, k_j − k_{j−1} = p_{j−1} − p_j, so k_j + p_j = Q for every j; A′ starts at p_N = k, so Q = k + k′. Each impurity gives γ0, and each intermediate state gives Π(Q) = ∫d^dk/(2π)^d G^R(k) G^A(Q−k). For small Q, ξ_{Q−k} = ξ_k − w with w = ħ v·Q, and closing the contour on the pole ξ = iη gives

∫dξ 1/[(ξ − iη)(ξ − w + iη)] = 2πi/(2iη − w) = (π/η)/(1 + iτw/ħ).   (4)

Since γ0νπ/η = 1, the angular average for Ql ≪ 1 is γ0Π = ⟨1 − iτ v·Q − τ²(v·Q)²⟩ = 1 − DQ²τ. Dephasing is put in by hand as a factor 1 − τ/τ_φ per step. The geometric series over N is the Cooperon,

C(Q) = γ0/(1 − γ0Π) = γ0 / [τ(DQ² + 1/τ_φ)],

where the first terms of the series do not affect the singular part. The four outer propagators give |G_k|²|G_k′|², so

δσ = (e²ħ/2π) ∫d^dQ/(2π)^d C(Q) ∫d^dk/(2π)^d v_x(k) v_x(Q−k) |G_k|² |G_{Q−k}|².

C is large at small Q, where k′ ≈ −k and the velocity product is −v_x². This is the origin of the sign: the interference enhances backscattering. The k integral is −ν(v²/d)(4πτ³/ħ³), and with γ0 = ħ/(2πντ),

δσ = −(e²ħ/2π) · ν(v²/d)(4πτ³/ħ³) · ħ/(2πντ²) ∫d^dQ/(2π)^d 1/(DQ² + 1/τ_φ) = −(e²D/πħ) ∫d^dQ/(2π)^d 1/(DQ² + 1/τ_φ)   (5)

per spin. The numerical check evaluates both momentum integrals for a parabolic band and finds π times the prefactor, divided by D, equal to −1.0002 in d = 2 and d = 3, in units e = ħ = 1.

In a film of thickness a the Cooperon obeys a diffusion equation with no flux through the surfaces. The transverse modes are cos(qπz/a) with rates Dq²π²/a², and the three-dimensional integral becomes (1/a) Σ_q ∫d²Q/(2π)². The sheet conductance is a times the conductivity, so a cancels. When π²D/a² exceeds all other rates except 1/τ, the mode q = 0 carries the field dependence, and (5) holds for the sheet conductance with a two-dimensional integral and D = v²τ/3.

In real space the integral in (5) is the diagonal element P(r,r) of the inverse of −D∇² + 1/τ_φ. A weak field multiplies the propagator for a step from r′ to r by exp[(ie/ħc)∫A·dl], taken from r′ to r; the sign of the charge amounts to the sign of B, in which the result is even. This neglects the bending of the orbit between collisions, ω_cτ ≪ 1 with ω_c = eB/mc. At B = B_tr, using Dτ = l²/d, one has ω_cτ = d/(4k_F l), so B ≪ B_tr is the stronger condition. The amplitude A′ takes the same step from r to r′, which reverses the phase, and it enters conjugated, which reverses it again. The two phases add, and Q becomes the operator π = −i∇ − (2e/ħc)A of a particle with charge 2e. Its components obey [π_x, π_y] = i(2e/ħc)(∂_xA_y − ∂_yA_x) = ib with b = 2eB/ħc. For â = (π_x + iπ_y)/√(2b) one finds [â, â†] = (−i·ib + i·(−ib))/(2b) = 1 and â†â = (π² + i·ib)/(2b) = (π² − b)/(2b). Therefore

Dπ² = ω(n + 1/2),  ω = 2Db = 4eBD/ħc.

In the gauge A = (0, Bx) the states are plane waves e^{iq_y y} centred at x = q_y/b, with q_y spaced by 2π/L_y, so each level holds b/2π = eB/(πħc) states per area. A 30×30 lattice Laplacian with phases of flux b per cell confirms this: the lowest level holds 30 states, at 0.4870 times 2b, the shift below 1/2 being the quartic term of the lattice dispersion, which the test includes.

By translation invariance P(r,r) is the trace per area. For two independent spin species,

δσ(B) = −(2e²D/πħ)(eB/πħc) Σ_n 1/[ω(n+1/2) + 1/τ_φ] = −G0 Σ_n 1/(n + 1/2 + z),   (6)

because (2e²D/πħ)(eB/πħc)(ħc/4eBD) = e²/(2π²ħ), and z = 1/(ωτ_φ) = B_φ/B. The sum diverges logarithmically because diffusion does not hold for rates above 1/τ. The cutoff is clearest in time. Write 1/(n+1/2+z) = ∫₀^∞ ds e^{−(n+1/2+z)s}, with s = ωt, and sum the geometric series, Σ_n e^{−(n+1/2)s} = 1/[2 sinh(s/2)]. As B → 0 at fixed t this becomes 1/s, the return probability 1/(4πDt) of plane diffusion in these units. The field multiplies it by (s/2)/sinh(s/2), which suppresses loops of duration t ≫ 1/ω, whose typical area Dt encloses a flux of order ħc/e or more. Loops shorter than τ are removed by replacing e^{−zs} with e^{−zs} − e^{−z′s}, z′ = 1/(ωτ) = B_tr/B. The representation ψ(x) = lim_{N→∞} [ln N − Σ_{n=0}^{N} 1/(n+x)] gives

δσ(B) = −G0 Σ_n [1/(n+1/2+z) − 1/(n+1/2+z′)] = −G0 [ψ(1/2+z′) − ψ(1/2+z)].

At B = 0 the Frullani integral ∫ds (e^{−zs} − e^{−z′s})/s = ln(z′/z) gives δσ(0) = −G0 ln(τ_φ/τ). Subtracting,

Δσ = G0 [F(z) − F(z′)] = G0 [I(z) − I(z′)],  I(z) = ∫₀^∞ ds [1/s − 1/(2 sinh(s/2))] e^{−zs}.

I(z) converges on its own and vanishes as z → ∞. So does F: the sum in the representation of ψ(x) differs from the integral ln[(N+x)/x] by at most of order 1/x, hence ψ(x) − ln x → 0. Letting z′ → ∞ shows I = F. The numerical check confirms this to a relative 10⁻⁸ at four values of z; both sides give 0.23896424 at z = 0.3.

With x/sinh x = 1 − x²/6 + 7x⁴/360, the bracket in I is s/24 − 7s³/5760, and integration gives F(z) = 1/(24z²) − 7/(960z⁴) + … at large z. The cutoff term is thus (B/B_tr)²/24. Another smooth cutoff in t, acting at t ≲ τ, changes I by an integral of s/24 up to s ~ 1/z′, which is of the same order. The diffusion approximation itself has a larger error. Beyond 1 − Dπ²τ, with π the operator that replaces Q in the field, a step contains terms of fourth order in π. Because the components of π do not commute, these include a constant of order (ωτ)², which adds terms of order ωτ/(n+1/2)² to the sum over n. For B ≫ B_φ the resulting correction is, to leading order, linear in ωτ = B/B_tr. For B ≪ B_tr all these corrections drop out and (1) follows, whereas δσ(0) itself depends on the cutoff through the constant under the logarithm. At weak field Δσ = G0 (B/B_φ)²/24. At small z, ψ(1) = −γ with γ Euler's constant, and ψ(1) − ψ(1/2) = 2Σ_n[1/(2n+1) − 1/(2n+2)] = 2 ln 2, so F → ln(B/B_φ) − 1.9635. The logarithmic slope is

dF/d ln B = 1 − zψ′(1/2+z) ≈ 1 − π²z/2,   (7)

using ψ′(1/2) = Σ_n (n+1/2)⁻² = π²/2.

Spin enters through the term (ħ/4m²c²) σ·(∇V × p). In the matrix element from k to k′, ∇V becomes i(k′−k)V_{k′−k} and p becomes ħk, and (k′−k) × k = −k × k′. The amplitude acquires the spin factor

U(k′,k) = 1 + iλ σ·n,  n = k̂ × k̂′,

where free electrons would have λ = −ħ²k_F²/4m²c². Here λ is a parameter with λ² ≪ 1, and its square alone enters the result. Two properties follow from the form of n: U(k′,k)† = U(k,k′), since exchanging the arguments reverses n, and U(−k′,−k) = U(k′,k). The velocity vertices are taken as spin-independent, and Q is set to zero in the spin factors. With later scatterings to the left,

A = U(k_N,k_{N−1}) ⋯ U(k_1,k_0),  A′ = U(−k_0,−k_1) ⋯ U(−k_{N−1},−k_N).

Conjugation reverses the order of the factors and the order of the arguments, so A′† = U(−k_N,−k_{N−1}) ⋯ U(−k_1,−k_0), whose factors stand in the same order as those of A. The trace in (3) is Σ A_{αβ}(A′†)_{βα}. In the space of two spins (A⊗A′†)_{αβ,γδ} = A_{αγ}(A′†)_{βδ}, and the swap operator P has Tr[PX] = Σ X_{αβ,βα}. Therefore

Tr[A′†A] = Tr₁₂[ P · Π_j U(k_j,k_{j−1}) ⊗ U(−k_j,−k_{j−1}) ].

The ladder is a product of 4×4 matrices closed by P = (1 + σ₁·σ₂)/2, which is +1 on the three triplet states and −1 on the singlet. Without spin-orbit scattering Tr P = 3 − 1 = 2 restores the factor of two in (6).

Let 1/τ0 = 2πνγ0/ħ be the rate at λ = 0. The self-energy contains U(k,k′)U(k′,k) = (1 − iλσ·n)(1 + iλσ·n) = 1 + λ²n², so 1/τ = (1 + λ²⟨n²⟩)/τ0 ≡ 1/τ0 + 1/τ_so. One rung is

R = (1 + iλσ₁·n)(1 + iλσ₂·n) = 1 + iλ(σ₁+σ₂)·n − λ²(σ₁·n)(σ₂·n).

Now γ0Π = (τ/τ0)(1 − DQ²τ), because η = ħ/2τ contains the full rate. The ladder denominator is 1 − ⟨R⟩γ0Π ≈ τ[DQ² + Γ], with Γ = 1/τ − ⟨R⟩/τ0. On the singlet (σ₁+σ₂)|s⟩ = 0, so the linear term vanishes and (σ₁·n)(σ₂·n)|s⟩ = −(σ₁·n)²|s⟩ = −n²|s⟩. Then R|s⟩ = (1 + λ²n²)|s⟩ equals the self-energy factor for each pair k, k′, and Γ|s⟩ = 0 for any λ in this Born model. For the triplets the slow mode is isotropic in k̂ to leading order. The linear term averages to zero over either direction. For the quadratic term, ⟨k̂′_b k̂′_d⟩ = δ_bd/3 gives ⟨n_i n_j⟩ = (δ_ij − k̂_i k̂_j)/3 at fixed k̂. Its anisotropic part couples the slow mode to angular harmonics that decay at a rate near 1/τ and shifts Γ at order λ⁴/τ0. Such terms, and the changes of the triplet diffusion constant and of the vertices that vanish with λ, are dropped under τ ≪ τ_so. With the full averages diagonal in i, j,

Γ = Σ_i (1 + σ₁^i σ₂^i)/τ_so^i,  1/τ_so^i = λ²⟨n_i²⟩/τ0,  Σ_i 1/τ_so^i = 1/τ_so.   (8)

For directions spread over the sphere ⟨n_i²⟩ = (1 − 1/3)/3 = 2/9, each 1/τ_so^i equals 1/(3τ_so), and Γ = (3 + σ₁·σ₂)/(3τ_so), which is 0 for the singlet and 4/(3τ_so) for each triplet. For uniaxial symmetry, τ_so^x = τ_so^y, use σ^y|↑⟩ = i|↓⟩ and σ^y|↓⟩ = −i|↑⟩. On |↑↑⟩ the xx and yy products give +|↓↓⟩ and −|↓↓⟩ and cancel, while zz gives +1, so the m = ±1 states decay at 2/τ_so^z + 2/τ_so^x. On the m = 0 triplet xx and yy give +1 and zz gives −1, so the rate is 4/τ_so^x. If all momenta lie in the plane, n is along z, 1/τ_so^x = 0, and the rates are 0, 0, 2/τ_so, 2/τ_so. Quadrature over scattering directions reproduces the isotropic and planar matrices and the vanishing of Γ on the singlet at each k̂.

Equation (5) becomes

δσ = −(e²D/πħ)(eB/πħc) Σ_n Tr₁₂ P [ω(n+1/2) + 1/τ_φ + Γ]⁻¹.   (9)

Γ is a constant spin matrix that commutes with Dπ² and with P, so each eigenstate of Γ repeats the calculation of (6) with half the prefactor, its own rate, and the sign given by P. In the isotropic case three triplets contribute (G0/2)F(B_t/B) each, with 1/τ_t = 1/τ_φ + 4/(3τ_so), and the singlet contributes −(G0/2)F(B_φ/B). This is (2). It was tested on a lattice Cooperon with the contraction C_{αβ,βα} done numerically and the flux extrapolated to zero: for B_φ/B = 0.1 and B_so/B = 2, lattice and formula both give −0.3730 G0. In the planar case the singlet cancels against the ungapped m = 0 triplet, leaving G0 F[(B_φ + 2B_so)/B], which is negligible for B ≪ B_so, so the factor is 0. In this impurity model the value −1/2 therefore needs momenta that leave the plane, as in a film with k_F a ≫ 1. Spin-orbit coupling of the band, linear in momentum, ties spin to π and is outside (8) and (9).

The number −1/2 can be read from the paths. Because U(−k′,−k) = U(k′,k), A′† = A, and the interference is Tr A². Each U is √(1+λ²n²) times a spin rotation, so A is a positive weight times a rotation by some angle θ, with eigenvalues e^{±iθ/2}. Per unit weight, Tr A†A = 2 and Tr A² = 2cos θ = (1 + 2cos θ) − 1. The bracket is the trace of the same rotation for spin one, and the −1 is the singlet. A spin-one rotation matrix averages to zero once the orientation is random, so the ratio of interference to classical weight goes from +1 to −1/2. After N steps, with the λ⁴ terms dropped as above, it is (3tᴺ − 1)/2, where t = (1 − 2λ²/9)/(1 + 2λ²/3) is the triplet eigenvalue of ⟨R⟩ over the self-energy factor; t ≈ 1 − 4τ/(3τ_so) as in (8). For planar directions the singlet cancels the ungapped m = 0 triplet, and the ratio is tᴺ with t = (1 − λ²/2)/(1 + λ²/2). A Monte Carlo evaluation of ⟨Tr[A′†A]⟩/⟨Tr[A†A]⟩ over random directions, with λ = 0.25 and N = 100, gives −0.494 against −0.494 from the isotropic formula, and 0.003 against 0.002 for planar directions, with a test tolerance of 0.02.

The ratio of (2) to (1) is −1/2 + (3/2)F(B_t/B)/F(B_φ/B). At weak field the expansion of F gives

Δσ = G0 (B²/24B_φ²) [ (3/2)(B_φ/B_t)² − 1/2 ],

which is negative when B_t > √3 B_φ, that is B_so/B_φ > 3(√3 − 1)/4 = 0.549; the check finds the sign change between 0.01 below and 0.01 above this value. At B = 0, (9) with the same cutoff gives

δσ(0) = −(3/2) G0 ln(τ_t/τ) + (1/2) G0 ln(τ_φ/τ).

The triplet term survives strong spin-orbit scattering as a negative constant from loops shorter than τ_t. Differentiating 1/τ_t = 1/τ_φ + 4/(3τ_so) gives d ln τ_t/d ln τ_φ = τ_t/τ_φ, so −dσ/d ln τ_φ = G0[(3/2)τ_t/τ_φ − 1/2], which tends to −G0/2 for τ_so ≪ τ_φ. For B_t ≪ B ≪ B_tr the field removes loops before the spin has turned, both slopes in (7) approach 1, and dΔσ/d ln B → (3/2 − 1/2)G0. The check gives 0.979 G0 for B_so = B_φ between 500 and 1000 B_so.

The Zeeman energy (ħω_Z/2)σ^z, with ω_Z = geB/2mc, shifts the retarded and advanced lines by ε₁ and ε₂. In (4) this adds ε₁ − ε₂ to w, hence i(ε₁ − ε₂)/ħ = iω_Z(σ₁^z − σ₂^z)/2 to Γ. This operator turns the singlet into the m = 0 triplet with unit matrix element, so the rates x of that block solve x(x − 4/(3τ_so)) + ω_Z² = 0. For ω_Zτ_so ≪ 1 the small root is (3/4)ω_Z²τ_so, an extra singlet rate. For B ≫ B_φ it is harmless while it is small against ω. For B ≪ B_φ and τ_so ≪ τ_φ it changes Δσ by approximately −G0/2 times the product of this rate and τ_φ, which must be small against the orbital term of size (G0/48)(ωτ_φ)².

As an example take round model parameters: D = 50 cm²/s, τ = 10⁻¹⁴ s, τ_so = 10⁻¹² s, τ_φ = 10⁻¹⁰ s, a = 2×10⁻⁶ cm, the free-electron mass and g = 2. Then v = √(3D/τ) = 1.22×10⁸ cm/s, l = 1.22×10⁻⁶ cm and k_F l = 130. With ν = mk_F/(2π²ħ²), the Drude sheet conductance 2e²νDa equals (2/3)k_F² a l G0 = 1.83×10⁴ G0, where G0 = 1.108×10⁷ cm/s = 12.33 μS. The dephasing length is √(Dτ_φ) = 7.07×10⁻⁵ cm and B_φ = 3.291 G. The other fields scale as 1/τ_i: B_so = 329.1 G, B_tr = 3.29×10⁴ G, and B_t = 3.291 + (4/3)(329.11) = 442.1 G, with τ_t = 7.44×10⁻¹³ s. The first transverse mode decays 92 times faster than the triplet, so it acts like the cutoff. The film is less than two mean free paths thick, so the diffusive description of that mode is rough. This affects the constant under the logarithm in δσ(0) and leaves Δσ unchanged for B ≪ B_tr. At such a thickness D = v²τ/3 also assumes specular surfaces. With diffuse surface scattering the in-plane D is smaller and must be taken from the measured conductance, and the values of v, l and k_F l above no longer follow from it.

At B = 0, with the cutoff used above, the correction is −ln 10⁴ = −9.21 G0 without spin-orbit scattering and −6.47 + 4.61 = −1.86 G0 with it. The total stays negative, and it is not −1/2 of −9.21; the singlet part alone is. The dephasing slope is (3/2)(7.44×10⁻¹³/10⁻¹⁰) − 1/2 = −0.489, matched by a finite difference of the explicit integral.

At 10 G, F(B_φ/B) = 0.21148 and F(B_t/B) = 0.000021, so Δσ = (0.00003 − 0.10574) G0 = −0.1057 G0, and the ratio to (1) is −0.4998. Explicit sums of the 4×4 inverses in (9) give −0.49985 for isotropic and 0.00004 for planar scattering. At 100 G, Δσ = (1.5×0.002113 − 0.5×1.60429) G0 = −0.799 G0 with ratio −0.498. At 1000 G, about 3B_so, Δσ = (1.5×0.13951 − 0.5×3.76919) G0 = −1.675 G0 and the ratio has moved to −0.444; at 3000 G it is −0.334 with Δσ = −1.624 G0. The minimum of formula (2) lies where the triplet and singlet slopes balance, at about 1580 G or 4.8 B_so, with depth −1.72 G0 = −21 μS, about 10⁻⁴ of the Drude value. It is shallow, so the non-diffusive correction discussed below can move it by 100 G or more, while the depth changes by only a few hundredths of G0. Formula (2) returns to zero at 3.3×10⁴ G, which is 1.01 B_tr and outside its range, so this crossing is not a prediction.

The logarithmic slope at 50 G, well inside B_φ ≪ B ≪ B_so, is −0.37 G0 and not −0.5 G0. Equation (7) accounts for it: z = 3.29/50 = 0.066 and π²z/2 = 0.32, so the leading estimate is −0.5 × 0.68 = −0.34, and the higher orders in z supply the rest. With B_so/B_φ = 100 the window is too narrow for the slope to reach −1/2, although the ratio of (2) to (1) is within 0.002 of −1/2 at the listed fields up to 100 G.

The largest of the neglected terms considered here at high field is the non-diffusive correction. Keeping the full angular average ⟨1/(1 + iτ v·π)⟩ in place of 1 − Dπ²τ changes Δσ at 3000 G, where B/B_tr = 0.09, by about −0.06 to −0.07 G0, and this covers only the ladder kernel, not every term of that order. At that field the value −1.624 G0 from (2) is therefore good to no better than about 0.1 G0. At 100 G the same replacement shifts Δσ by about +0.003 G0, so the third decimal of −0.799 G0 is also beyond the accuracy of (2). The cutoff term is only 3.5×10⁻⁴ G0 there. At 100 G, ω_Z = 1.76×10⁹ s⁻¹, and the extra singlet rate times τ_φ is (3/4)(1.7588×10⁹)²(10⁻¹²)(10⁻¹⁰) = 2.3×10⁻⁴. The largest Zeeman shift among the five fields tested (1, 10, 100, 1000 and 3000 G) is −3.4×10⁻⁵ G0, at 1000 G. The Drude part also depends on B: for the circular components of the velocity 1/τ becomes 1/τ ± iω_c, so σ_xx falls by the fraction (ω_cτ)². Here ω_c = ω_Z because g = 2, so at 3000 G ω_cτ = 30 × 1.76×10⁻⁵ = 5.3×10⁻⁴, and the change is about −5×10⁻³ G0, or 0.3 % of Δσ at that field.

Computed values

```
d=2: D/(v^2 tau/d) = 0.9996, pi*prefactor = -1.0002
d=3: D/(v^2 tau/d) = 0.9995, pi*prefactor = -1.0002
lattice 30x30: E0/2b = 0.4870, E1/2b = 1.4355, states in lowest level = 30
F(0.3): time integral = 0.23896424, digamma = 0.23896424
gamma + 2 ln 2 = 1.9635; threshold Bso/Bphi = 0.5490
Gamma*tau_so isotropic: [0.     1.3333 1.3333 1.3333]
Gamma*tau_so planar: [0. 0. 2. 2.]
paths lam=0.25, N=100, planar=False: ratio = -0.494, formula = -0.494
paths lam=0.25, N=100, planar=True: ratio = 0.003, formula = 0.002
lattice Bphi/B=0.5, Bso/B=0.0: 0.1159 G0, formula 0.1159 G0
lattice Bphi/B=0.1, Bso/B=0.3: -0.2071 G0, formula -0.2071 G0
lattice Bphi/B=0.1, Bso/B=2.0: -0.3730 G0, formula -0.3730 G0
D = 50.0 cm^2/s, a = 2.0e-06 cm, g = 2.0
tau = 1e-14 s, tau_so = 1e-12 s, tau_phi = 1e-10 s, tau_t = 7.4442e-13 s
vF = 1.2247e+08 cm/s, l = 1.2247e-06 cm, kF l = 129.6
L_phi = 7.0711e-05 cm, L_t = 6.1009e-06 cm
pi^2 D tau_t/a^2 = 91.8; Drude sheet conductance = 1.8277e+04 G0
G0 = 1.10830e+07 cm/s = 12.3315 uS
Bphi = 3.2911 G, Bso = 329.11 G, Bt = 442.10 G, Btr = 32911 G
B=0 correction: no SO = -9.2103 G0, with SO = -1.8599 G0
  triplet part = -6.4650 G0, singlet part = 4.6052 G0
-dsigma/dln(tau_phi) at B=0 = -0.4888 G0
B=1 G: F_phi=0.00379 F_t=0.000000 dsigma=-0.00189 G0 ratio=-0.4999
   cutoff term = 3.8e-11 G0, Zeeman shift = -1.1e-08 G0
B=10 G: F_phi=0.21148 F_t=0.000021 dsigma=-0.10571 G0 ratio=-0.4998
   cutoff term = 3.8e-09 G0, Zeeman shift = -7.6e-07 G0
B=100 G: F_phi=1.60429 F_t=0.002113 dsigma=-0.79897 G0 ratio=-0.4980
   cutoff term = 3.8e-07 G0, Zeeman shift = -1.2e-05 G0
B=1000 G: F_phi=3.76919 F_t=0.139510 dsigma=-1.67533 G0 ratio=-0.4445
   cutoff term = 3.8e-05 G0, Zeeman shift = -3.4e-05 G0
B=3000 G: F_phi=4.85705 F_t=0.536051 dsigma=-1.62445 G0 ratio=-0.3345
   cutoff term = 3.5e-04 G0, Zeeman shift = -2.4e-05 G0
explicit sums at 10 G: ratio isotropic = -0.49985, planar = 0.00004
low-field coefficient = -0.49992
Zeeman at 100 G: omega_Z = 1.7588e+09 1/s, added singlet rate*tau_phi = 2.32e-04
minimum at B = 1576 G (B/Bso = 4.789), depth = -1.7184 G0 = -21.19 uS
zero crossing of the formula at B = 33155 G (B/Btr = 1.01)
slope dsigma/dlnB at 50 G = -0.3665 G0
slope dsigma/dlnB at 3000 G = 0.2926 G0
slope for Bso=Bphi, B = 500 to 1000 Bso: 0.979 G0
```
